# Separating Displacement and Ohmic Currents from Two Ramp Rates

## Question

A ferroelectric hafnia-type film lies between two metal electrodes. Its thickness is $d=10$ nm and its area is $A=10^{-8}\ \mathrm{m^2}$. The film has been poled with positive voltage, and all later sweeps stay at positive voltage. Assume that no polarization switches during these sweeps, including back-switching near zero voltage.

The voltage is swept at a constant rate $r=dV/dt$, which is positive on a rising ramp and negative on a falling one. Current is positive when it enters the positively biased electrode. On rising ramps the readings are:

| Voltage | Current at 100 V/s | Current at 400 V/s |
|---|---|---|
| 1.0 V | 45.0 nA | 120.0 nA |
| 0.5 V | 35.0 nA | 110.0 nA |

Each reading has an independent standard uncertainty $u=0.1$ nA. The ramp rates and voltages are taken as exact. The device values are round model parameters.

Until part (e), neglect series resistance and assume that both the stored charge and the conduction current depend only on the instantaneous voltage.

## (a) Separating the currents

**Derive expressions for the capacitance and the conduction current from readings $I_1,I_2$ taken at the same voltage $V$ and at rates $r_1,r_2$. State which capacitance is obtained and when a conductance may be assigned.**

### Model answer

Let $Q(V)$ be the charge on the positive electrode. It contains the vacuum contribution and the non-switching polarization of the film. The current entering the electrode either changes this charge or passes through the film:

$$I=\frac{dQ}{dt}+I_{\rm cond}(V).$$

Because $Q$ depends on time only through $V(t)$, the chain rule gives

$$\frac{dQ}{dt}=\frac{dQ}{dV}\frac{dV}{dt}=C(V)\,r,\qquad C(V)\equiv\frac{dQ}{dV}.$$

This is the differential capacitance. It generally differs from $Q/V$ when the charge is not proportional to voltage.

At one fixed voltage, $C$ and $I_{\rm cond}$ are the same in both measurements:

$$I_1=Cr_1+I_{\rm cond},\qquad I_2=Cr_2+I_{\rm cond}.$$

Subtraction removes the conduction current:

$$I_1-I_2=C(r_1-r_2)\quad\Longrightarrow\quad C=\frac{I_1-I_2}{r_1-r_2}.$$

Substitution into the first equation gives

$$I_{\rm cond}=I_1-r_1\frac{I_1-I_2}{r_1-r_2}
=\frac{r_1I_1-r_2I_1-r_1I_1+r_1I_2}{r_1-r_2}
=\frac{r_1I_2-r_2I_1}{r_1-r_2}.$$

The rates must differ, since otherwise the two equations carry the same information. The voltages must be equal, since otherwise $C$ and $I_{\rm cond}$ need not be the same in both readings.

If conduction is ohmic, $I_{\rm cond}=GV$, and for $V\ne0$

$$G=\frac{I_{\rm cond}}{V}.$$

One voltage yields the total conduction current but cannot show that it is ohmic. For that, the ratio $I_{\rm cond}/V$ must be compared at different voltages.

## (b) Evaluating the readings

**Find $C$ and $G$ at both voltages. Convert the results to relative permittivity and conductivity, treating the film as a uniform parallel-plate capacitor.**

### Model answer

At 1.0 V,

$$C=\frac{120.0-45.0}{400-100}\ \frac{\mathrm{nA}}{\mathrm{V/s}}
=\frac{75.0}{300}\ \mathrm{nF}=250\ \mathrm{pF}.$$

The unit follows from $\mathrm{A\,s/V}=\mathrm F$. The displacement current at 100 V/s is $250\ \mathrm{pF}\times100\ \mathrm{V/s}=25$ nA, so

$$I_{\rm cond}=45-25=20\ \mathrm{nA},\qquad
G=\frac{20\ \mathrm{nA}}{1.0\ \mathrm V}=20\ \mathrm{nS}.$$

The faster ramp agrees: its displacement current is 100 nA, and $120-100=20$ nA. This agreement checks the arithmetic, not the model, because two equations have been used to find two unknowns.

At 0.5 V the current difference is again 75 nA, so $C=250$ pF. The conduction current is $35-25=10$ nA, and

$$G=\frac{10\ \mathrm{nA}}{0.5\ \mathrm V}=20\ \mathrm{nS}.$$

The data are therefore consistent with ohmic conduction at these two voltages. They do not establish the law elsewhere.

For a uniform film with negligible fringing, $C=\varepsilon_0\varepsilon_rA/d$ and $G=\sigma A/d$. Hence

$$\varepsilon_r=\frac{Cd}{\varepsilon_0A}\approx28.2,\qquad
\sigma=\frac{Gd}{A}=\frac{(20\times10^{-9}\ \mathrm S)(10^{-8}\ \mathrm m)}{10^{-8}\ \mathrm{m^2}}
=2\times10^{-8}\ \mathrm{S/m}.$$

The ohmic law is a choice of this model. The fields here are 0.5 and 1.0 MV/cm. At such fields leakage through a real 10 nm hafnia film usually rises faster than linearly with voltage, through trap-assisted emission or tunnelling. Then $I_{\rm cond}/V$ differs between the two voltages, and $Gd/A$ is only an effective value at one field, not a bulk conductivity. The separation in part (a) still applies, since it does not assume ohmic conduction.

If an interface layer is present, the readings describe the whole stack, not the film alone. If the layers also differ in their ratio of conductivity to permittivity, charge builds up at the interface during the ramp. The current then depends on history, and the assumption behind part (a) fails.

## (c) Reversing the ramp

**Predict the current at 1.0 V on a falling ramp of 100 V/s. At what rate are the two current contributions equal in magnitude? What do the formulas become for equal and opposite rates?**

### Model answer

On the falling ramp $r=-100$ V/s. Charge leaves the positive electrode, so the displacement current changes sign. The voltage is still positive, so the ohmic current does not:

$$I=Cr+GV=-25+20=-5\ \mathrm{nA}.$$

The capacitor returns charge to the source faster than conduction draws it. A negative total current at positive voltage therefore does not imply negative conductance.

The magnitudes are equal when $C|r|=G|V|$, or

$$|r|=\frac{G|V|}{C}=\frac{20\ \mathrm{nA}}{250\ \mathrm{pF}}=80\ \mathrm{V/s}.$$

On a rising ramp at this rate the total is 40 nA; on a falling ramp it is zero.

Now set $r_1=r$ and $r_2=-r$, with currents $I_+$ and $I_-$. The general formulas reduce to

$$C=\frac{I_+-I_-}{2r},\qquad
I_{\rm cond}=\frac{rI_-+rI_+}{2r}=\frac{I_++I_-}{2}.$$

Half the difference is displacement current and the mean is conduction current. This version requires $C$ and $I_{\rm cond}$ to be the same on the rising and falling branches.

## (d) Reading errors

**Find the standard uncertainties of $C$ and $G$ at 1.0 V. What is the effect of an ammeter offset $\delta$ common to both readings?**

### Model answer

Both results are linear in the readings. For independent errors, the variance is the sum of the squared coefficients multiplied by $u^2$. The coefficients of $I_1$ and $I_2$ in $C$ are $\pm1/(r_1-r_2)$, so

$$u_C=\frac{\sqrt2\,u}{|r_1-r_2|}
=\frac{\sqrt2\times0.1}{300}\ \mathrm{nF}\approx0.47\ \mathrm{pF}.$$

In $I_{\rm cond}$ the coefficients are $-r_2/(r_1-r_2)$ and $r_1/(r_1-r_2)$. Thus

$$u_{\rm cond}=u\frac{\sqrt{r_1^2+r_2^2}}{|r_1-r_2|}
=0.1\times\frac{\sqrt{100^2+400^2}}{300}\ \mathrm{nA}
\approx0.14\ \mathrm{nA}.$$

Division by 1.0 V gives $u_G\approx0.14$ nS. These are about 0.2% of $C$ and 0.7% of $G$. Both uncertainties grow without limit as the rates approach each other, because a small current difference must then fix the slope.

A common offset replaces $I_i$ by $I_i+\delta$. It cancels from $I_1-I_2$ and leaves $C$ unchanged. The conduction result changes by

$$\Delta I_{\rm cond}=\frac{r_1\delta-r_2\delta}{r_1-r_2}=\delta.$$

The conductance therefore changes by $\delta/V$. This error is twice as large at 0.5 V as at 1.0 V, so an offset can make an ohmic film look non-ohmic. Unless conduction is already known to be ohmic, these readings cannot separate the two effects, and the zero of the ammeter must be measured separately.

## (e) Series resistance

**A resistance $R$ is now in series with the film. The source voltage rises as $V_s=rt$ from zero, with the film voltage also initially zero. Take $C$ and $G$ as constant. Derive the current when the source reaches $V$, and determine what the two-rate method returns after the transient. Evaluate the result for $R=1\ \mathrm{M\Omega}$.**

### Model answer

The film voltage is $V_f=rt-RI$. The film current is therefore

$$I=C\frac{dV_f}{dt}+GV_f
=C\left(r-R\frac{dI}{dt}\right)+G(rt-RI).$$

Collecting the terms containing $I$ gives

$$RC\frac{dI}{dt}+(1+GR)I=Cr+Grt.$$

Define $a=1/(1+GR)$ and $\tau=aRC$. Multiplication by $a$ yields

$$\tau\frac{dI}{dt}+I=aCr+aGrt.$$

Try the particular solution $I=\alpha+\beta t$. Equating the coefficients of $t$ gives $\beta=aGr$. The constant terms give

$$\alpha=aCr-\tau\beta=aCr-(aRC)(aGr)=aCr(1-aGR).$$

Since $1-aGR=1-GR/(1+GR)=a$, this is $\alpha=a^2Cr$. The homogeneous solution is $Ke^{-t/\tau}$. At $t=0$ both the source and film voltages are zero, so $I(0)=0$ and $K=-a^2Cr$. With $t=V/r$,

$$I=aGV+a^2Cr\left(1-e^{-V/(r\tau)}\right).$$

Once $V/r\gg\tau$, the current is linear in $r$ and the method returns

$$C_{\rm app}=a^2C,\qquad G_{\rm app}=aG.$$

One factor $a$ reflects the voltage divider formed by $R$ and the film. The capacitance acquires a second factor because the lagging film voltage also reduces the conduction current by an amount proportional to $r$.

For $R=1\ \mathrm{M\Omega}$, $GR=0.02$ and $a=1/1.02$. Then $\tau\approx0.245$ ms, while the faster ramp takes 2.5 ms to reach 1.0 V. The transient is negligible at the stated precision, and

$$C_{\rm app}\approx240.3\ \mathrm{pF},\qquad G_{\rm app}\approx19.61\ \mathrm{nS}.$$

Relative to the true film values, these are low by about 3.9% and 2.0%. A third rate would not reveal this error, since the settled current is still linear in $r$. The original formulas require both $GR\ll1$ and $V/r\gg\tau$. For $R=10\ \mathrm{k\Omega}$, $GR=2\times10^{-4}$ and $\tau\approx2.5\ \mathrm{\mu s}$, so both conditions hold well here.

## (f) Slow dielectric relaxation

**Return to $R=0$. Suppose that an additional non-switching charge $q$ obeys $\tau_2\,dq/dt=C_2V-q$, with $q=0$ at the start of a rising ramp from zero. Derive its current. For $C_2=50$ pF and $\tau_2=5$ ms, find the apparent $C$ and $G$ at 1.0 V, and decide whether a reading at 200 V/s would expose the error.**

### Model answer

Let $j=dq/dt$. Differentiating the relaxation equation, with $dV/dt=r$, gives

$$\tau_2\frac{dj}{dt}+j=C_2r.$$

Since $q$ and $V$ are initially zero, $j(0)=0$. The solution at $t=V/r$ is

$$j=C_2r\left(1-e^{-V/(r\tau_2)}\right).$$

The charge now depends on history as well as on the present voltage, so the assumption behind part (a) fails.

At 100, 200 and 400 V/s, the exponent $V/(r\tau_2)$ is 2, 1 and 0.5. The additional currents are

$$5(1-e^{-2})=4.32,\quad
10(1-e^{-1})=6.32,\quad
20(1-e^{-0.5})=7.87\ \mathrm{nA}.$$

Adding $Cr+GV$ gives totals of 49.32, 76.32 and 127.87 nA. From the lowest and highest rates,

$$C_{\rm app}=\frac{127.87-49.32}{300}\ \mathrm{nF}\approx261.8\ \mathrm{pF},$$

$$G_{\rm app}=\frac{49.32-26.18}{1.0}\ \mathrm{nS}\approx23.14\ \mathrm{nS}.$$

The apparent conductance is about 16% above the true 20 nS, although the extra current is entirely dielectric.

The two-rate line predicts 75.51 nA at 200 V/s, whereas the model current is 76.32 nA. The discrepancy is 0.82 nA. The line gives weights $2/3$ and $1/3$ to the two original readings, so the uncertainty of the discrepancy is

$$0.1\sqrt{1+(2/3)^2+(1/3)^2}\ \mathrm{nA}\approx0.12\ \mathrm{nA}.$$

The third reading would expose the error clearly.

It does not do so in every regime. If $V/r\gg\tau_2$, then $j\to C_2r$, and the slow charge is counted as capacitance. If $V/r\ll\tau_2$, then $1-e^{-x}\approx x$ gives

$$j\approx C_2r\frac{V}{r\tau_2}=\frac{C_2}{\tau_2}V.$$

This current is independent of rate and proportional to voltage, so it imitates an ohmic conductance $C_2/\tau_2$, here 10 nS. Neither a third fast ramp nor a second voltage would then identify it. Holding the voltage constant for a time much longer than $\tau_2$ would: the relaxation current decays, while the ohmic current remains.

## (g) If polarization does switch

**Suppose instead that a switching charge follows the voltage without delay on the rising ramp,**

$$Q_{\rm sw}=AP\tanh\frac{V-V_c}{w},$$

**with $P=15\ \mathrm{\mu C/cm^2}$, $V_c=1.0$ V and $w=0.25$ V. What does the method return at 1.0 V, and can a third ramp rate detect the switching?**

### Model answer

The additional current is $(dQ_{\rm sw}/dV)r$. The derivative of $\tanh x$ at $x=0$ is one, so at $V=V_c$

$$\frac{dQ_{\rm sw}}{dV}=\frac{AP}{w}
=\frac{(10^{-8}\ \mathrm{m^2})(0.15\ \mathrm{C/m^2})}{0.25\ \mathrm V}
=6000\ \mathrm{pF}.$$

The apparent capacitance is $250+6000=6250$ pF, or 25 times the non-switching value. The apparent conductance remains 20 nS, because this switching current is proportional to $r$ and has no intercept at $r=0$.

For this delay-free switching, a third rate cannot detect the error: all the currents still lie on one straight line. Real switching depends on rate, and because the switching current is large, a small delay matters. Suppose the switching charge relaxes toward $Q_{\rm sw}(V)$ with a time constant $\tau_s$. At $V=V_c$ the first-order correction vanishes by symmetry, and the switching current becomes approximately $(AP/w)\,r\,[1-2(r\tau_s/w)^2]$. For $\tau_s=10\ \mathrm{\mu s}$ this raises the apparent conductance to about 20.4 nS and puts the 200 V/s reading about 0.27 nA above the two-rate line. Delayed switching can thus corrupt $G$ and show up at a third rate, while sufficiently fast switching does neither. Linearity in rate is therefore not evidence that switching is absent. Poling the film first with the measurement polarity, at a voltage no smaller than the sweep maximum, and then sweeping without changing polarity guards against switching only if the poled domains stay aligned. Domains that switch back near zero could switch again in each cycle, even when the sweeps are repeatable. The absence of back-switching is therefore a separate assumption, made at the start of this problem.

The numerical output below gives the values for the readings and for the three departures from the ideal model.

## Numbers as computed

```
Ramp rate 1: 100 V/s
Ramp rate 2: 400 V/s
Main voltage: 1 V
Current 1 at main voltage: 45 nA
Current 2 at main voltage: 120 nA
Second voltage: 0.5 V
Current 1 at second voltage: 35 nA
Current 2 at second voltage: 110 nA
Current difference at main voltage: 75 nA
Rate difference: 300 V/s
Capacitance: 250 pF
Displacement current at rate 1: 25 nA
Displacement current at rate 2: 100 nA
Ohmic current at main voltage: 20 nA
Conductance: 20 nS
Resistance 1/G: 50 Mohm
Capacitance at second voltage: 250 pF
Ohmic current at second voltage: 10 nA
Conductance at second voltage: 20 nS
Falling-ramp current at main voltage, rate -r1: -5 nA
Rate for equal current parts at main voltage: 80 V/s
Film area: 1e-08 m^2
Film thickness: 10 nm
Relative permittivity: 28.24
Conductivity: 2e-08 S/m
Reading uncertainty: 0.1 nA
Capacitance uncertainty: 0.471 pF
Ohmic-current uncertainty: 0.137 nA
Conductance uncertainty at main voltage: 0.137 nS
Small series resistance: 10 kohm
G times small series resistance: 0.0002
Time constant, small series resistance: 2.5 us
Ramp time to main voltage at rate 2: 2.5 ms
Large series resistance: 1 Mohm
Time constant, large series resistance: 245.1 us
Apparent capacitance, large series resistance: 240.3 pF
Apparent conductance, large series resistance: 19.61 nS
Relaxation strength C2: 50 pF
Relaxation time: 5 ms
Relaxation case, current at rate 1: 49.32 nA
Relaxation case, current at rate 2: 127.9 nA
Apparent capacitance with relaxation: 261.8 pF
Apparent conductance with relaxation: 23.14 nS
Third ramp rate: 200 V/s
Relaxation case, current at third rate: 76.32 nA
Two-rate line at third rate: 75.51 nA
Third-rate discrepancy: 0.816 nA
Switching polarization amplitude: 15 uC/cm^2
Switching center voltage: 1 V
Switching voltage width: 0.25 V
Apparent capacitance with switching: 6250 pF
Apparent conductance with switching: 20 nS
```
